\section*{Band-Filling Error of a Shallow Donor in a 216-Atom Silicon Supercell}

\section*{Problem}

A substitutional shallow donor in silicon is modelled in a periodically repeated cubic supercell of 216 atomic sites. The cell is neutral, so it holds one electron more than the filled valence bands. The calculation is meant to describe an isolated donor, but the periodic images let the extra electron spread through a band.

Take a lattice constant $a=0.543$ nm and six equivalent parabolic conduction valleys, each with density-of-states mass $m=0.32$. Masses are in units of the free-electron mass $m_0$.

\begin{enumerate}
\item How far above the conduction edge is the extra electron on average, and which energy should be subtracted from the total energy?
\item How does the answer change with spin polarization, cell size and the $k$ mesh?
\item How large are the main effects left out of the estimate?
\end{enumerate}

Where more detail is needed, use the rough typical values $m_l=0.92$ and $m_t=0.19$ for the longitudinal and transverse masses, $\varepsilon=11.7$ for the static dielectric constant, and valley minima at 0.85 of the way from $\Gamma$ to X. The conduction edge $E_c$ is that of the perfect host, after the average potentials of host and donor cell have been aligned. Two constants recur:
\[
K=\frac{\hbar^2}{2m_0}=0.0381\ \text{eV nm}^2,\qquad
C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
\]

\section*{Solution}

\subsection*{Why the electron fills a band}

A cubic cell of silicon holds 8 atoms, so 216 atoms make $27=3^3$ cubic cells. The supercell edge and volume are
\[
L=3a=1.629\ \text{nm},\qquad V=L^3=4.323\ \text{nm}^3 .
\]
One electron per cell is a density $1/V=2.31\times10^{20}$ cm$^{-3}$.

Compare $L$ with the size of an isolated donor state. For an isotropic mass $m$ and a screened Coulomb attraction, insert $\psi\propto e^{-r/a_d}$ into the Schr\"odinger equation. Since $\nabla^2\psi=(1/a_d^2-2/(a_dr))\psi$,
\[
-\frac{K}{m}\left(\frac1{a_d^2}-\frac{2}{a_dr}\right)-\frac{C}{\varepsilon r}=E .
\]
The terms in $1/r$ must cancel, which fixes the radius; the constant term is the energy:
\[
a_d=\frac{2K\varepsilon}{Cm}=1.93\ \text{nm},\qquad
E=-\frac{K}{m\,a_d^2}=-0.032\ \text{eV}.
\]
In this isotropic model the radius exceeds the distance $L$ between neighbouring donors. With $x=L/a_d=0.84$, the overlap integral of two neighbouring states is $e^{-x}(1+x+x^2/3)=0.90$. The bound states overlap strongly, and free-electron filling of the valleys is the natural starting point. The donor potential is restored as a correction below.

\subsection*{Fermi wavevector and mean energy}

Assume a converged $k$ mesh, equal filling of both spins, and zero temperature. Each valley and spin has $V/(2\pi)^3$ states per cell per unit volume of $k$ space. Six valleys and two spins give 12 equal spheres, which together hold one electron:
\[
1=12\,\frac{V}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{2Vk_F^3}{\pi^2}
\quad\Longrightarrow\quad
k_F=\left(\frac{\pi^2}{2V}\right)^{1/3}=1.045\ \text{nm}^{-1}.
\]
The highest filled level, measured from $E_c$, is
\[
E_F=\frac{K k_F^2}{m}=\frac{0.0381\times1.092}{0.32}\ \text{eV}=0.130\ \text{eV}.
\]
The mean energy weights each shell by its area, proportional to $k^2$:
\begin{equation}
\Delta=\frac{K}{m}\,\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}
=\frac{K}{m}\,\frac{k_F^5/5}{k_F^3/3}
=\frac35E_F=0.078\ \text{eV}.
\label{delta}
\end{equation}
The electron therefore lies on average about 0.08 eV above the conduction edge.

Real valleys are ellipsoids, with energy $K(k_l^2/m_l+k_{t1}^2/m_t+k_{t2}^2/m_t)$. Substitute $k_i=q_i\sqrt{m_i/m}$. The energy becomes $Kq^2/m$, and the volume element is multiplied by $\sqrt{m_lm_t^2/m^3}$. This factor is one if
\[
m=(m_lm_t^2)^{1/3}=0.321 .
\]
The counting and averaging above then hold unchanged, which is why the density-of-states mass of one valley is the right input. The ellipsoid masses give $\Delta=0.0777$ eV, against 0.0780 eV for $m=0.32$.

The six valleys can instead be replaced by one with the same total density of states. Its sphere must hold six times as many electrons, so $k_F^2$ grows by $6^{2/3}$, and the same $E_F$ requires a mass $6^{2/3}m=1.06$. That mass already contains the valley count and must not be combined with a further factor of six.

\subsection*{Which energy to subtract}

Let the cell hold $x$ extra electrons, with the bands held fixed. The sphere volume is proportional to $x$, so the highest filled level is $E_Fx^{2/3}$. Adding the charge gradually costs
\[
E_{\rm band}(x)=\int_0^x E_F\,y^{2/3}\,dy=\frac35E_F\,x^{5/3},\qquad
\left.\frac{dE_{\rm band}}{dx}\right|_{x=1}=E_F .
\]
The last small portion of charge costs 0.130 eV per electron, but the whole electron costs 0.078 eV. The total energy contains the whole electron, so $\Delta$ is subtracted, not $E_F$. Direct filling of discrete levels on a $40\times40\times40$ mesh gives a mean of 0.0780 eV. Changing the filling by 5\% either way on that mesh gives a marginal energy of 0.1301 eV.

The error passes directly into the donor level. Let $E_f^0$ be the formation energy of the neutral donor and $E_f^++\mu$ that of the ionized donor, with $\mu$ the electron chemical potential. They are equal at
\[
\mu=E_f^0-E_f^+ .
\]
If $E_f^0$ is too high by $\Delta$, so is the level. Free filling thus places it at $E_c+0.078$ eV, and subtracting $\Delta$ moves it to $E_c$. An isolated donor would lie below $E_c$, by 0.032 eV in the isotropic hydrogenic model, which omits the short-range potential of a real donor atom. The correction removes the filling energy but does not restore this binding. The placement also assumes that the ionized cell is left without an image-charge correction. A screened point ion in a uniform background has the Madelung energy $-2.837\,C/(2\varepsilon L)=-0.107$ eV per cell, larger in size than $\Delta$. In this model it is present both in the neutral cell, where the spread-out electron is the background, and in the uncorrected ionized cell, so it cancels in $\mu$. It does not cancel in $E_f^0$ alone, nor if only the ionized cell is corrected.

\subsection*{Spin polarization and cell size}

If the calculation forces all of the extra charge into one spin, six spheres replace twelve. Then $k_F^3$ doubles and the energy rises by $2^{2/3}$:
\[
\Delta_{\rm pol}=2^{2/3}\Delta=0.124\ \text{eV}.
\]

The highest filled level is then 0.21 eV, well above the band crossing at X discussed below, so this parabolic value is somewhat too high.

At fixed spin treatment, $V$ is proportional to the number of atoms $N$, and $\Delta\propto V^{-2/3}$, so
\[
\Delta(N)=\Delta(216)\left(\frac{216}{N}\right)^{2/3}.
\]
A 512-atom cell still has an error of 0.044 eV. Reaching 0.01 eV takes
\[
N=216\left(\frac{0.0780}{0.01}\right)^{3/2}\approx4700
\]
atoms. This counts the filling energy only. Terms that fall as $1/L$ are larger at that size: the Madelung energy is $-0.038$ eV and the exchange estimate given below is $-0.011$ eV. The slow decrease makes an explicit correction preferable to enlarging the cell. For cells much larger than $a_d$ the law itself fails, because the electron becomes bound and the donor band narrows.

\subsection*{Coarse $k$ meshes}

Equation~(\ref{delta}) describes a converged mesh. On a given mesh, the quantity to subtract is the sum over the levels actually occupied,
\begin{equation}
\Delta_{\rm mesh}=\sum_{\mathbf k}w_{\mathbf k}\sum_n f_{n\mathbf k}\,(\varepsilon_{n\mathbf k}-E_c),
\qquad \sum_{\mathbf k,n}w_{\mathbf k}f_{n\mathbf k}=1,
\label{mesh}
\end{equation}
where $w_{\mathbf k}$ are the mesh weights, with unit sum, $n$ runs over conduction levels and $f_{n\mathbf k}$ lies between 0 and 2.

The sum depends on where the valleys fold. The supercell reciprocal vector has length $b=2\pi/L=2\pi/(3a)$, and X lies at $2\pi/a=3b$. A valley lies at $0.85\times3b=2.55b$, which is $0.45b$ from X. Since $3b$ is a reciprocal vector of the supercell, X folds onto $\Gamma$. With $Kb^2=0.567$ eV, three cases can be worked by hand.

\emph{$\Gamma$ alone.} The nearest state of every valley is $0.45b$ from its minimum, along the long axis. The six valleys and two spins offer 12 places for one electron, so
\[
\Delta_{\rm mesh}=0.567\times\frac{0.45^2}{0.92}\ \text{eV}=0.125\ \text{eV}.
\]

\emph{$\Gamma$-centred $2\times2\times2$.} The point $(b/2,0,0)$ is only $0.05b$ from the folded minima of the two valleys on the $x$ axis. With the equivalent points on $y$ and $z$ there are $3\times2\times2=12$ such places, enough for the 8 electrons of the 8-point mesh:
\[
\Delta_{\rm mesh}=0.567\times\frac{0.05^2}{0.92}\ \text{eV}=0.0015\ \text{eV}.
\]

\emph{Shifted $2\times2\times2$.} All coordinates are $\pm b/4$. The closest approach is $0.20b$ along the long axis and $0.25b$ in each transverse direction. Each valley has four such points, one for each choice of the transverse signs, so there are $6\times4\times2=48$ places for 8 electrons:
\[
\Delta_{\rm mesh}=0.567\left(\frac{0.20^2}{0.92}+\frac{2\times0.25^2}{0.19}\right)\text{eV}=0.40\ \text{eV}.
\]
This is too far up the parabola to be a reliable energy: the two-band model given below, evaluated at the same points, lowers it to 0.20 eV. Either value shows how strongly the mesh matters.

\begin{center}
\begin{tabular}{lc}
\hline
Case & Mean energy (eV)\\
\hline
216 atoms, converged mesh & 0.078\\
216 atoms, one spin only & 0.124\\
512 atoms, converged mesh & 0.044\\
216 atoms, $\Gamma$ point alone & 0.125\\
216 atoms, $\Gamma$-centred $2^3$ & 0.0015\\
216 atoms, $\Gamma$-centred $3^3$ & 0.030\\
216 atoms, $\Gamma$-centred $4^3$ & 0.085\\
216 atoms, $\Gamma$-centred $6^3$ & 0.081\\
216 atoms, shifted $2^3$ (parabolic; 0.20 with two bands) & 0.40\\
\hline
\end{tabular}
\end{center}

The first three rows use $m=0.32$; the mesh rows use the ellipsoids and equal spins. The approach to the converged value is not monotonic. Subtracting 0.078 eV from a $\Gamma$-centred $2\times2\times2$ calculation would introduce an error of nearly that size, because the electron there is already almost at the edge. The coarse-mesh values depend on the assumed valley position: for $\Gamma$ alone, moving it from 0.84 to 0.86 of the way to X changes the result from 0.142 to 0.109 eV. Equation~(\ref{mesh}) should be evaluated with the levels of the calculation itself. Those levels also contain the donor potential. Any occupied level below $E_c$ is left out of the sum, because its negative term reflects attraction to the donor and not band filling.

\subsection*{Effects left out}

\emph{Band crossing at X.} The distance from a minimum to X is $k_X=0.45b=1.736$ nm$^{-1}$, and the parabola reaches $E_X=Kk_X^2/m_l=0.125$ eV there. Since $E_F$ is 0.130 eV, the filled ellipsoids just reach X, where two bands meet. With $\mathbf k$ measured from X and $z$ along the valley axis, a two-band model is
\[
E_\pm=E_X+K\left(\frac{k_z^2}{m_l}+\frac{k_x^2+k_y^2}{m_t}\right)
\pm2K\sqrt{\left(\frac{k_Xk_z}{m_l}\right)^2+\left(\frac{k_xk_y}{M}\right)^2}.
\]
Without the term in $k_xk_y$ the branches are two parabolas centred at $k_z=\pm k_X$. The coupling is taken as $1/M=1/m_t-1$, a model choice that gives the lower branch the free-electron mass along $k_x=k_y$ at $k_z=0$. It pushes the lower branch down wherever $k_xk_y\neq0$. Filling these bands gives a mean of 0.074 eV, about 4\% below the parabolic 0.0777 eV, and a highest filled level of 0.121 eV.

\emph{Donor potential.} The lattice of screened donors has Fourier components
\[
V_{\mathbf G}=-\frac{4\pi C}{\varepsilon G^2V},\qquad V_{\mathbf G=0}=0 .
\]
The largest, at $G=b$, is $-0.024$ eV. Within one parabolic valley it couples the band bottom to states at least $Kb^2/m_l=0.62$ eV higher, so the response is weak. The lower branch beyond X has states much closer in energy. On the valley axis, crystal symmetry prevents the component $G=b$ from coupling the band bottom to them. The component $G=-5b$, which joins opposite valleys directly, is allowed but is 25 times smaller. Off the axis the $k_xk_y$ term mixes the two branches, and $G=b$ does couple them. Plane-wave diagonalization in one ellipsoidal valley, with the filled region held fixed and no screening by the extra electrons, lowers the band bottom by 3.6 meV and the mean energy by 4.3 meV. With the two coupled bands, and the levels refilled, the shift of the mean is about 5 meV. These shifts refer to the cell-averaged potential; at the cell corner, farthest from the donors, the potential lies 0.06 eV above that average, so the choice of alignment matters on the scale of $\Delta$. They are not the binding energy of an isolated donor, whose reference is the band edge far away.

\emph{Intervalley mixing.} The direct separation of perpendicular valleys is $q=\sqrt2\times0.85\times2\pi/a$. With unit overlap of the Bloch functions, the Coulomb matrix element $4\pi C/(q^2V)$ is 22 meV unscreened and about 2 meV with the full static $\varepsilon$. Screening is weaker at such short wavelengths than in the static long-wave limit. These values are not reliable even to an order of magnitude: equivalent separations that differ by a reciprocal vector of silicon can be shorter, the true Bloch overlaps are not one, and opposite valleys are not treated. They are couplings, not level shifts, and omit the short-range difference between donor and host atom. Mixing matters most where folded valleys are degenerate, as at $\Gamma$ in this model.

\emph{Temperature or thermal smearing.} With Fermi--Dirac occupations at 300 K and a fixed electron number, the mean energy rises from 0.078 to 0.090 eV, or 15\%. This is the internal energy. The free energy, which also contains the entropy term, falls instead: to leading order by $\pi^2(k_BT)^2/(4E_F)=0.013$ eV, to about 0.065 eV. The correction must match the kind of energy that the program reports. The thermal energy, 0.026 eV, is a fifth of $E_F$.

\emph{Exchange among the extra electrons.} Averaging plane waves over a filled sphere gives the correlation factor $3j_1(s)/s$, with $s=k_Fr$ and $j_1$ a spherical Bessel function. Each of the 12 species has density $k_F^3/(6\pi^2)$, so the exchange energy per electron is
\[
E_x=-\frac12\,\frac{k_F^3}{6\pi^2}\int\frac{C}{\varepsilon r}\left[\frac{3j_1(k_Fr)}{k_Fr}\right]^2d^3r
=-\frac{3Ck_F}{\pi\varepsilon}\int_0^\infty\frac{j_1^2(s)}{s}\,ds .
\]
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/s$ follows $(j_0^2+j_1^2)'=-4j_1^2/s$. The bracket falls from 1 at $s=0$ to 0 at infinity, so the integral is $1/4$ and
\[
E_x=-\frac{3Ck_F}{4\pi\varepsilon}=-0.031\ \text{eV}.
\]
This isotropic estimate, screened only by the host, is 40\% of $\Delta$ in size. It leaves out screening by the extra electrons themselves. Their Thomas--Fermi wavevector, $[6\pi C/(\varepsilon VE_F)]^{1/2}=2.0$ nm$^{-1}$, is about twice $k_F$, so the exchange term alone would be much weaker, and a correlation energy would have to be counted with it. The value therefore shows only the scale of the unscreened exchange between the extra electrons, which is not part of the filling energy.

These contributions should not be added to give a refined total. Screening and exchange are not independent, and a density-functional calculation already includes part of them. For the filling energy alone the estimate gives 0.07 to 0.08 eV: 0.078 eV with parabolic valleys and 0.074 eV with the two-band model.

\subsection*{Comparison with implanted silicon}

A density of $2.3\times10^{20}$ cm$^{-3}$ belongs to very heavily doped silicon, roughly the regime of implanted and annealed contact regions. Band filling is physical there, although real donors are disordered rather than arranged on a cubic lattice, and at 300 K the model's mean energy is 0.090 eV. It is an error when the supercell stands for an isolated donor. At $10^{17}$ cm$^{-3}$, a far lighter doping, the scaling $\Delta\propto n^{2/3}$ would give only 0.4 meV. That is far below both the thermal energy and the donor binding, so the picture of a degenerate band no longer applies. Nor does the zero-temperature value describe carriers during a hot anneal: at 1300 K the thermal energy is 0.11 eV, close to $E_F$. The computed values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Lattice constant (rough input): 0.543 nm
Atoms in supercell: 216
Valley density-of-states mass (input): 0.32 m0
Longitudinal, transverse mass (rough): 0.92, 0.19 m0
Mass from these two: 0.3214 m0
Equivalent all-valley mass: 1.057 m0
Static dielectric constant (rough input): 11.7
Valley position / Gamma-X (rough input): 0.85
hbar^2/2m0: 0.038100 eV nm^2
e^2/(4 pi eps0): 1.439965 eV nm
Supercell edge: 1.629 nm
Supercell volume: 4.3228 nm^3
Electron density: 2.313e+20 cm^-3
Fermi wavevector: 1.0451 nm^-1
Fermi energy above edge: 0.1301 eV
BAND-FILLING ERROR, mean energy: 0.0780 eV
Same in Hartree: 0.00287 Ha
Explicit filling, 40^3 mesh, mass 0.32: 0.0780 eV
Marginal energy from that mesh: 0.1301 eV
Formula with mass from ellipsoid: 0.0777 eV
Explicit filling, 40^3 mesh, ellipsoids: 0.0777 eV
Fully spin-polarized error: 0.1239 eV
Error for 512 atoms: 0.0439 eV
Atoms needed for 0.01 eV error: 4708
Gamma-centred 1x1x1 mesh, mean energy: 0.1248 eV
Gamma-centred 2x2x2 mesh, mean energy: 0.0015 eV
Gamma-centred 3x3x3 mesh, mean energy: 0.0304 eV
Gamma-centred 4x4x4 mesh, mean energy: 0.0854 eV
Gamma-centred 6x6x6 mesh, mean energy: 0.0807 eV
Shifted 2x2x2 mesh, mean energy: 0.3975 eV
Hydrogenic donor radius: 1.935 nm
Hydrogenic donor binding: 0.0318 eV
Parabolic energy at X above edge: 0.1248 eV
Two-band model, mean energy: 0.0744 eV
Two-band model, Fermi energy: 0.1209 eV
Donor lattice, shift of band bottom: -3.64 meV
Donor lattice, shift of mean energy: -4.30 meV
Intervalley element, screened: 1.85 meV
Intervalley element, unscreened: 21.64 meV
Thermal energy at 300 K: 0.0259 eV
Mean energy at 300 K: 0.0898 eV
Carrier exchange per electron: -0.0307 eV
\end{verbatim}
